\section*{Damage energy and displacement count for a 10 keV silicon recoil}

\section{Problem}

A silicon atom in silicon is set moving with kinetic energy $T=10$ keV. It slows down by exciting electrons and by striking other atoms, which then do the same. How much of $T$ ends up in atomic motion, and how many atoms does the cascade displace if the displacement threshold is $E_d=15$ eV?

The energy left in atomic motion is the damage energy $T_{\rm dam}$. Take it from Robinson's fit to Lindhard's energy partition, which for equal atoms of atomic number $Z$ and mass number $A$ reads
\begin{align}
T_{\rm dam}&=\frac{T}{1+k\,g(\varepsilon)},\qquad \varepsilon=\frac{T}{E_L},\label{fit}\\
g(\varepsilon)&=3.4008\,\varepsilon^{1/6}+0.40244\,\varepsilon^{3/4}+\varepsilon,\\
k&=0.1337\,Z^{2/3}A^{-1/2},\\
E_L&=30.724\,Z^2\,(2Z^{2/3})^{1/2}\times 2\ \text{eV}.
\end{align}
Take the count from the Norgett--Robinson--Torrens (NRT) rule, for $T_{\rm dam}>2E_d/0.8$,
\begin{equation}
N=\frac{0.8\,T_{\rm dam}}{2E_d}.\label{nrt}
\end{equation}
For silicon $Z=14$ and $A=28.085$. The target is treated as amorphous, collisions are binary, and no displaced atom recombines. The count is therefore a damage index for one isolated cascade, not a number of surviving defects.

\section{First estimate by scaling}

\subsection{Reduced units}

Write $e^2$ for $e^2/4\pi\epsilon_0$. The Thomas--Fermi screening length for two equal atoms is $a=0.8853\,a_0/(\sqrt2\,Z^{1/3})$, which is 0.01375 nm here. In a collision of equal masses the centre-of-mass energy is $T/2$. Measuring it by the Coulomb energy at distance $a$ gives
\begin{equation}
\varepsilon=\frac{T/2}{Z^2e^2/a}=\frac{T}{E_L},\qquad E_L=\frac{2Z^2e^2}{a}.
\end{equation}
Fundamental constants give $E_L=41066$ eV; Robinson's rounded prefactor gives 41051 eV, which is used below.

For slow atoms the Lindhard--Scharff electronic stopping cross section is proportional to velocity:
\begin{equation}
S_e=Z^{1/6}\,\frac{8\pi e^2a_0Z^2}{(2Z^{2/3})^{3/2}}\,\frac{v}{v_0}
=\frac{8\pi e^2a_0}{2^{3/2}}\,Z^{7/6}\,\frac{v}{v_0},
\end{equation}
with $v_0$ the Bohr velocity. The natural unit of a stopping cross section is $\pi a^2E_L=2\pi aZ^2e^2$. Dividing by it and inserting $a$,
\begin{equation}
\frac{S_e}{\pi a^2E_L}=\frac{4a_0}{2^{3/2}a}\,Z^{-5/6}\frac{v}{v_0}
=\frac{2}{0.8853}\,Z^{-1/2}\frac{v}{v_0}.
\end{equation}
Since $v^2=2\varepsilon E_L/M$ and $e^2/a_0=m_ev_0^2$,
\begin{equation}
\left(\frac{v}{v_0}\right)^2=\varepsilon\,\frac{4\sqrt2\,Z^{7/3}}{0.8853}\,\frac{m_e}{M}.
\end{equation}
The reduced electronic stopping is thus $k\sqrt\varepsilon$, with $k\propto Z^{-1/2+7/6}M^{-1/2}=Z^{2/3}M^{-1/2}$, as in the fit. The constants give $k=0.14660$, and the rounded formula gives $k=0.14655$.

\subsection{Energy balance of the cascade}

Let $E=\varepsilon E_L$ be the energy of a moving atom, and let $\nu(\varepsilon)$ be the damage energy it finally produces, in units of $E_L$. Follow the atom over a short path $dx$ in a target of atomic density $n$. It loses $nS_e\,dx$ to electrons. With probability $n\,d\sigma\,dx$ it passes the fraction $u$ of its energy to a target atom, after which two atoms move, with reduced energies $\varepsilon(1-u)$ and $\varepsilon u$. The final damage energy does not depend on where we start to count, so the terms of order $dx$ must cancel:
\begin{equation}
\frac{S_e}{E_L}\,\nu'(\varepsilon)=\int d\sigma\,\big[\nu(\varepsilon-\varepsilon u)+\nu(\varepsilon u)-\nu(\varepsilon)\big].
\end{equation}
No energy is spent on binding in this balance. The scattering law is
\begin{equation}
d\sigma=\pi a^2\,\frac{f(\sqrt t)}{2t^{3/2}}\,dt,\qquad t=\varepsilon^2u,
\end{equation}
with the Thomas--Fermi function
\begin{equation}
f(x)=\lambda x^{1/3}\big[1+(2\lambda x^{4/3})^{2/3}\big]^{-3/2},\qquad \lambda=1.309.
\end{equation}
Now let $\eta=\varepsilon-\nu$ be the total electronic loss of the cascade. The terms linear in $\varepsilon$ cancel in the bracket, because a collision conserves energy. With $dt=\varepsilon^2du$ and division by $\pi a^2$,
\begin{equation}
k\sqrt\varepsilon\,(1-\eta')=\int_0^1\!du\,\frac{f(\varepsilon\sqrt u)}{2\varepsilon u^{3/2}}
\big[\eta(\varepsilon)-\eta(\varepsilon-\varepsilon u)-\eta(\varepsilon u)\big].\label{balance}
\end{equation}
The function $\eta=\varepsilon$ satisfies this equation trivially: it describes a cascade without damage. The physical solution is selected by $\nu/\varepsilon\to1$ as $\varepsilon\to0$.

\subsection{The low-energy power law}

At low energy $f(x)\simeq\lambda x^{1/3}$, so the kernel becomes $\tfrac12\lambda\,\varepsilon^{-2/3}u^{-4/3}$. Try $\eta=B\varepsilon^p$ with $p>1$. Then $\eta'\to0$, and to leading order
\begin{equation}
k\,\varepsilon^{1/2}=\tfrac12\lambda B\,I_p\,\varepsilon^{p-2/3},\qquad
I_p=\int_0^1\!du\,u^{-4/3}\big[1-(1-u)^p-u^p\big].
\end{equation}
Equal powers require $p=7/6$. The fraction lost to electrons therefore grows only as $\varepsilon^{1/6}$. For the coefficient, integrate the first two terms of $I_p$ by parts, using $\int u^{-4/3}du=-3u^{-1/3}$:
\begin{align}
I_p&=\Big[-3u^{-1/3}\big(1-(1-u)^p\big)\Big]_0^1
+3p\int_0^1\!u^{-1/3}(1-u)^{p-1}du-\frac{1}{p-\frac13}\nonumber\\
&=-3+3p\,\mathrm B\!\left(\tfrac23,p\right)-\frac{1}{p-\frac13},\label{Ip}
\end{align}
where $\mathrm B$ is the beta function. The boundary term vanishes at $u=0$, since the bracket there is proportional to $u$. For $p=7/6$ this gives $I_{7/6}=0.4742$, and
\begin{equation}
\eta\simeq kC\,\varepsilon^{7/6},\qquad C=\frac{2}{\lambda I_{7/6}}=3.222.
\end{equation}

For the 10 keV recoil $\varepsilon=10000/41051=0.2436$ and $\varepsilon^{1/6}=0.7903$. The estimated electronic fraction is
\begin{equation}
\frac{\eta}{\varepsilon}\simeq0.14655\times3.222\times0.7903=0.373,
\end{equation}
so $T_{\rm dam}\approx6.27$ keV and, from \eqref{nrt}, $N\approx167$. The estimate stretches the power law: for a head-on collision at this energy, $x=\varepsilon$ and $f$ is only about half of $\lambda x^{1/3}$.

\section{Full solution}

\subsection{Damage energy}

The three terms of Robinson's function are
\begin{equation}
g=2.6876+0.1395+0.2436=3.0707,
\end{equation}
so $kg=0.14655\times3.0707=0.4500$ and
\begin{equation}
T_{\rm dam}=\frac{10000\ \text{eV}}{1.4500}=6897\ \text{eV}\approx6.9\ \text{keV}.
\end{equation}
The remaining 3.1 keV goes to electrons.

The fit can be judged against the balance \eqref{balance} that it condenses. That equation was solved numerically with $\eta$ written as a sum of ten powers $\varepsilon^{7/6+j/6}$, $j=0,\dots,9$; the largest relative residual at separate energies was $3\times10^{-7}$. The damage energies are:
\begin{center}
\begin{tabular}{rrrr}
$T$ (eV) & fit (eV) & balance (eV) & fit deviation\\
100 & 84.5 & 84.5 & $+0.0\,\%$\\
1000 & 784.0 & 781.2 & $+0.4\,\%$\\
10000 & 6896.5 & 6842.9 & $+0.8\,\%$
\end{tabular}
\end{center}
Deviations are relative to the balance. At 10 keV the fit raises the count by about one displacement: the balance gives 182.5, the fit 183.9.

At high energy the last term of $g$ dominates, and \eqref{fit} tends to $T/(k\varepsilon)=E_L/k$, about 280 keV for silicon. Within the fit, then, the damage energy saturates, and further recoil energy goes to electrons. This limit needs $k\varepsilon\gg1$, far above the present case, and it is approached slowly: at $k\varepsilon=10$, or 2.8 MeV, the fit gives only 75 % of it. It also assumes that electronic stopping is still proportional to velocity, which fails at high enough energy, so the limit describes the formula better than it describes real recoils.

\subsection{Displacement count}

Consider first hard spheres, for which all energy transfers from 0 to $E$ are equally likely. An atom with $E<E_d$ displaces nothing, so $N=0$. For $E_d<E<2E_d$ the two atoms after a collision cannot both carry more than $E_d$, and one displacement is counted. Above $2E_d$ the count is shared between the two atoms:
\begin{equation}
N(E)=\frac1E\int_0^E\big[N(x)+N(E-x)\big]dx=\frac2E\int_0^EN(x)\,dx.
\end{equation}
Multiply by $E$ and differentiate: $N+EN'=2N$, hence $N'=N/E$ and $N=cE$. At $E=2E_d$ the integral equals $E_d$, so $N=1$ and $c=1/(2E_d)$. The result is
\begin{equation}
N_{\rm hard}=\frac{E}{2E_d}.
\end{equation}
With $E=T_{\rm dam}$ this is $6897/30=229.9$. A test with 2000 random cascades, each split by the hard-sphere rule until no atom had $2E_d$ or more, gave a mean of 229.9.

Real atoms are not hard spheres: their scattering favours small energy transfers, as the factor $u^{-4/3}$ in the low-energy kernel shows. The NRT rule represents the difference from hard spheres by the factor 0.8, a convention calibrated on collision simulations and not derived here. It is not the value of this kernel: counting by the same rule with transfers distributed as $u^{-4/3}$ gives a factor of about 0.70 at energies well above $E_d$, or about 161 displacements here. The NRT rule gives
\begin{equation}
N=\frac{0.8\times6897}{2\times15}=183.9\approx184.
\end{equation}
The energy in this rule has to be $T_{\rm dam}$, because energy given to electrons displaces no atoms in this model. Inserting $T$ would give 267, an excess of 45 % over 184.

\section{Comparison of the two}

The scaling estimate gives 6.27 keV and 167 displacements; the fit gives 6.90 keV and 184. The estimate is 9 % low relative to the fit. The next order in $k$ shows why it overstates the electronic loss. Keep the power-law scattering and write
\begin{equation}
\eta=kC\varepsilon^{7/6}-k^2D\varepsilon^{4/3}.
\end{equation}
On the left of \eqref{balance}, the term of order $k^2$ is $-k\sqrt\varepsilon\,(kC\varepsilon^{7/6})'=-\tfrac76k^2C\varepsilon^{2/3}$. On the right it is $-\tfrac12\lambda k^2D\,I_{4/3}\,\varepsilon^{2/3}$. Equating them,
\begin{equation}
D=\frac{7C}{3\lambda I_{4/3}},\qquad
I_{4/3}=4\,\mathrm B\!\left(\tfrac23,\tfrac43\right)-4=\frac{8\pi}{3\sqrt3}-4=0.837,
\end{equation}
so $D=6.86$. The correction to the lost fraction is $k^2D\varepsilon^{1/3}=0.092$, which lowers it from 0.373 to 0.281. Physically, energy already given to electrons is no longer carried by atoms that could lose it again; the first-order estimate ignores this depletion.

The correction overshoots: the numerical balance gives a lost fraction of 0.316. The difference contains both the higher orders in $k$ and the departure of $f$ from its power law, which are not separated here.

The same expansion clarifies the fit. Its leading coefficient, 3.4008, is about 6 % above the true low-energy value $C=3.222$. Expanding $1/(1+kg)$ also gives a second-order coefficient $3.4008^2=11.6$, larger than $D$. The two excesses enter with opposite signs and partly cancel: at 100 eV they change the lost fraction by $+0.010$ and $-0.014$. The remaining terms make up the difference, so the close agreement at 100 eV does not mean that the fit has the correct leading coefficient.

\section{Reading the result for silicon implantation}

In the amorphous model, a 10 keV silicon ion implanted into silicon starts nearly the same cascade, apart from the one count that belongs to the ion itself and a small loss of energy through the surface. In a crystalline wafer some ions also travel along open channels, which is left out here. Take a round dose of $10^{14}$ ions/cm$^2$ as an example. The path length of the ion, followed down to 15 eV, is estimated as 27.5 nm, using the universal Ziegler--Biersack--Littmark (ZBL) nuclear stopping and the electronic stopping above. Spread over a layer of that thickness, with 49.94 atoms per nm$^3$, the dose gives
\begin{equation}
\frac{183.9\times1\ \text{nm}^{-2}}{49.94\ \text{nm}^{-3}\times27.5\ \text{nm}}=0.134
\end{equation}
displacements per atom. The figure mixes two scattering laws, since the count rests on $f$ and the path length on ZBL stopping; with the nuclear stopping that follows from $f$, the path is 21.5 nm and the result is 0.17. It is a mean and not a depth profile; the path is not straight, so the ion's depth is smaller than its path length.

The largest uncertainty in the count that can be sized here is the threshold. Over a rough range of 10 to 20 eV, at fixed damage energy, $N$ runs from 276 to 138. This range does not bound the count for real silicon: the threshold depends on direction, and calculated averages over all directions can exceed 30 eV. At 30 eV the count would be 92. Changing the electronic stopping by 20 % matters less: the fit gives $N=196$ for the weaker and 173 for the stronger stopping. The scattering function $f$ used here also gives more nuclear stopping than the ZBL formula, whose values are 0.60, 0.76 and 0.79 times as large at 100 eV, 1 keV and 10 keV. In \eqref{balance}, multiplying $f$ by a constant $R$ is equivalent to dividing $k$ by $R$. With $k/R$ in the fit, $R=0.76$ gives a damage energy of 6.3 keV and a count of about 168, while the low-energy ratio $R=0.60$ gives 5.7 keV and 152. The fit is less accurate at these larger values of $k$: solving \eqref{balance} with $k/R$ gives 6.1 keV and a count of about 163 for $R=0.76$, and 5.5 keV and about 145 for $R=0.60$. None of these values is a solution with ZBL scattering, because the ratio changes with energy. The result also depends on how far down in energy electronic stopping is taken to act. The fit and the balance let it act down to zero energy; switching it off below 10 eV in the balance, with the original $f$ and $k$, raises the damage energy by about 10 %, to 7.6 keV. That the count of 168 lies close to the scaling estimate is a coincidence, since the two rest on different changes to the model.

Real wafers also break the assumption that no displaced atom recombines. With a rough vacancy migration barrier of 0.45 eV and $10^{13}$ attempts per second, a vacancy at 300 K hops about once every 4 microseconds, so isolated defects can move and recombine during the implant. The density of the cascade matters too, but a mean value depends strongly on the volume chosen. Spread evenly over a sphere with the path length as its diameter, the 184 displacements have a mean spacing of 3.9 nm, and the damage energy amounts to 0.013 eV per atom, half the thermal energy $k_{\rm B}\times300$ K. Packing all of them and all the damage energy into half that diameter would give a spacing of 1.9 nm and 0.10 eV per atom, about four times the thermal energy, although much of the cascade would in fact lie outside this smaller sphere. The larger sphere therefore does not show that the cascade is dilute, and neither average describes dense local regions, where binary collisions are a poor description. The surviving damage thus depends on temperature, dose rate and local density, none of which enters \eqref{nrt}, and this model cannot say how far they move the number. The main computed values are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
recoil energy T = 10000 eV, threshold E_d = 15 eV
atomic number = 14, atomic mass = 28.085 u
screening length a = 0.01375 nm
Lindhard energy E_L, Robinson = 41051 eV
Lindhard energy E_L, constants = 41066 eV
reduced energy eps = 0.2436
k, Robinson = 0.14655; k, constants = 0.14660
g term 3.4008 eps^(1/6) = 2.6876
g term 0.40244 eps^(3/4) = 0.1395
g(eps) = 3.0707, k g = 0.4500
damage energy = 6897 eV = 6.90 keV
damage fraction = 0.6897
electronic loss = 3103 eV
NRT displacements = 183.9
NRT count if T replaced T_dam = 266.7
hard-sphere count T_dam/(2 E_d) = 229.9
random cascades, mean count = 229.9
number of random cascades = 2000
low-energy integral I = 0.4742
low-energy coefficient C = 3.2218 (fit: 3.4008)
leading coefficient of solution / k = 3.2218
largest relative balance residual = 3.2e-07
relative change, 8 to 10 basis terms = 6.9e-08
T = 100 eV: fit 84.5 eV, balance 84.5 eV, fit deviation +0.0 %
T = 1000 eV: fit 784.0 eV, balance 781.2 eV, fit deviation +0.4 %
T = 10000 eV: fit 6896.5 eV, balance 6842.9 eV, fit deviation +0.8 %
NRT count with balance solution = 182.5
NRT count for E_d = 10 eV: 275.9
NRT count for E_d = 20 eV: 137.9
k times 0.8: damage energy 7353 eV, NRT count 196.1
k times 1.2: damage energy 6493 eV, NRT count 173.2
ZBL / Thomas-Fermi nuclear stopping at 100 eV = 0.599
ZBL / Thomas-Fermi nuclear stopping at 1000 eV = 0.760
ZBL / Thomas-Fermi nuclear stopping at 10000 eV = 0.786
damage energy, k / (ratio at 1000 eV) = 6282 eV
NRT count, same rescaling = 167.5
atomic density = 49.94 per nm3
path length from 10 keV down to E_d = 27.5 nm
sphere volume, diameter = path length: 10864 nm3
mean damage energy per atom in sphere = 0.0127 eV
mean spacing of displacements in sphere = 3.89 nm
dose = 1.0e+14 ions/cm2
mean displacements per atom in layer = 0.134
vacancy barrier = 0.45 eV, attempts = 1e+13 per s
thermal energy at 300 K = 0.02585 eV
vacancy hop time = 3.63 microseconds
\end{verbatim}
